Nesting function and static susceptibility: exact relation and free-electron example

**Question**

I have a band structure for a metal and want to know at which wavevector a density wave might form. I computed the nesting function ξ(q) = ∫ δ(ε_k − μ) δ(ε_{k+q} − μ) over the zone, since it needs only the Fermi surface, and I meant to read the ordering vector off its peaks. A colleague says I need the static susceptibility χ(q,0) and that its peaks may lie elsewhere. I thought ξ was the Fermi-surface part of χ, and that the Fermi surface dominates because the energy denominators vanish there. How exactly are the two related, and can their maxima really be at different q?

**Answer**

They can. Up to the constant πg, ξ is the value of one integrand, Im χ/ω, at one endpoint, and χ(q,0) is the whole integral.

*Conventions.* I take independent electrons at T = 0, spin factor g = 2, inversion symmetry ε_k = ε_{−k} and unit matrix elements, with ∫_k = ∫ d^dk/(2π)^d and f_k = θ(μ − ε_k). The sign is chosen so that the static response is positive (δn = −χ δV):

χ(q,ω) = g ∫_k (f_k − f_{k+q}) / (ε_{k+q} − ε_k − ω − i0)

*The exact relation.* Since Im 1/(y − i0) = +π δ(y),

Im χ(q,ω) = πg ∫_k (f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω)

Define a nesting function of two energies,

ξ(q;E,E′) = ∫_k δ(ε_k − E) δ(ε_{k+q} − E′),

so that your ξ(q) is ξ(q;μ,μ). Insert 1 = ∫dE δ(ε_k − E). For ω > 0 the factor f(E) − f(E+ω) is 1 for μ − ω < E < μ and 0 otherwise, so

Im χ(q,ω) = πg ∫_{μ−ω}^{μ} dE ξ(q;E,E+ω)

The interval has length ω. Wherever ξ(q;E,E′) is continuous at (μ,μ),

(a) Im χ(q,ω)/ω → πg ξ(q) as ω → 0⁺.

So ξ is the low-frequency slope of Im χ; Im χ itself vanishes there.

For the static part, set ω = 0, insert 1 = ∫_{−∞}^{∞} dω δ(ε_{k+q} − ε_k − ω) and use the delta function to replace the denominator by ω. This gives χ(q,0) = (1/π)∫_{−∞}^{∞} Im χ/ω dω. The substitution k → −k − q exchanges ε_k and ε_{k+q} by inversion symmetry. Applied to Im χ(q,−ω) it flips the sign of f_k − f_{k+q} and turns δ(ε_{k+q} − ε_k + ω) into δ(ε_{k+q} − ε_k − ω), so Im χ is odd in ω, Im χ/ω is even, and

(b) χ(q,0) = (2/π) ∫₀^∞ dω Im χ(q,ω)/ω = 2g ∫_{E<μ} dE ∫_{E′>μ} dE′ ξ(q;E,E′)/(E′ − E)

The second form follows by inserting the interval formula and setting E′ = E + ω. This answers your argument about denominators. The denominator ω is small near the Fermi surface, but the energy interval from which such pairs can start has width ω too, and the two cancel. A finite ξ(q) adds (2/π)πgξ·δω to χ, where δω is the range over which the linear law holds, and ξ says nothing about δω.

One more property matters. In two dimensions, changing variables from (k_x,k_y) to (ε_k, ε_{k+q}) gives ξ = (2π)^{−2} Σ 1/|v_k × v_{k+q}|, summed over the crossings of the Fermi line with its shifted copy, with v = ∇ε. This diverges for parallel and for antiparallel velocities alike. For parallel velocities with coinciding surfaces, as at q → 0, occupied states map onto occupied states, while for antiparallel ones they map onto empty states. ξ cannot tell these cases apart.

*Free electrons in three dimensions.* Use Hartree units, ε = k²/2, cylindrical coordinates (ρ,z) with z along q, ∫_k = (1/4π²)∫ρ dρ dz and x = q/2k_F. Then ε_{k+q} − ε_k = qz + q²/2. In ξ the first delta function lets the second be written δ(qz + q²/2), which fixes z = −q/2 and gives 1/q. What remains is ∫d(ρ²/2) δ(ρ²/2 + q²/8 − k_F²/2), which is 1 if q < 2k_F and 0 otherwise:

ξ(q) = θ(2k_F − q)/(4π²q)

For Im χ the delta function fixes z₀ = ω/q − q/2, again with a factor 1/q. The condition f_k = 1 selects the disc ρ² < k_F² − z₀² and f_{k+q} = 1 the disc ρ² < k_F² − (z₀+q)². With ∫ρ dρ = ρ²/2,

Im χ = (g/8πq) { [k_F² − z₀²]₊ − [k_F² − (z₀+q)²]₊ },

where [y]₊ = max(y,0). Put ω_± = qk_F ± q²/2. The second bracket is nonzero when ω/q + q/2 < k_F, that is ω < ω_−. The first is then nonzero as well, because the difference (z₀+q)² − z₀² = 2z₀q + q² = 2ω is positive. Hence

Im χ = gω/(4πq) = πgξω exactly, for 0 < ω < ω_−
Im χ = g[k_F² − (ω/q − q/2)²]/(8πq), for |ω_−| < ω < ω_+

and zero elsewhere. The upper limit ω_+ comes from |z₀| < k_F. The lower limit is where the second bracket vanishes when q < 2k_F, and comes from |z₀| < k_F when q > 2k_F. The linear window contributes to (b)

(2/π)·πgξ·ω_− = 2g·(qk_F − q²/2)/(4π²q) = N₀(1 − x), N₀ = gk_F/(2π²).

As q → 0 the height diverges as 1/q, the width shrinks as q, and the product is finite. As q → 2k_F the height is finite and the width vanishes.

For the total, relabel k → −k − q in the f_{k+q} term of the static integral. It becomes equal to the f_k term, each needing a principal value:

χ(q,0) = 2g PV∫_k f_k/(qz + q²/2) = (2g/4π²q) PV∫_{−k_F}^{k_F} dz ½(k_F² − z²)/(z + q/2)

With z = k_F u this is (gk_F²/4π²q) J = N₀ J/(4x), where J = PV∫_{−1}^{1}(1 − u²)/(u + x) du. Write 1 − u² = (1 − x²) − (u+x)(u−x). The first piece gives (1 − x²)L with L = ln|(1+x)/(1−x)|, and the second gives −∫(u − x)du = 2x. This is the Lindhard function:

χ(q,0) = N₀F(x), F = ½ + (1 − x²)L/(4x)

As x → 0, L → 2x and F → 1; at x = 1, (1 − x²)L → 0 and F = ½. Using L′ = 2/(1 − x²) and d/dx[(1−x²)/4x] = −(1 + x²)/4x²,

F′ = 1/(2x) − (1 + x²)L/(4x²),

which is negative when L > 2x/(1 + x²). For x < 1 the series L = 2(x + x³/3 + …) exceeds 2x, and for x > 1 the series L = 2(1/x + 1/3x³ + …) exceeds 2/x; both lower bounds exceed 2x/(1 + x²). So χ falls monotonically from the finite value N₀.

Take r_s = 4 bohr, so k_F = 0.47979 bohr⁻¹ and N₀ = 0.04861 Ha⁻¹ bohr⁻³. The window part is 2gξω_− = 4ξω_−, with ξ in Ha⁻² bohr⁻³ and ω_− in Ha:

x = 0.05: 4 × 0.52795 × 0.02187 / 0.04861 = 0.950; rest 0.049; χ/N₀ = 0.999
x = 0.50: 4 × 0.05279 × 0.11510 / 0.04861 = 0.500; rest 0.412; χ/N₀ = 0.912
x = 0.95: 4 × 0.02779 × 0.02187 / 0.04861 = 0.050; rest 0.544; χ/N₀ = 0.594
x = 1.25: ξ = 0, no window; χ/N₀ = 0.253

From x = 0.5 to x = 0.05, ξ grows tenfold and χ grows by a factor 0.999/0.912 = 1.10. The widest window, 0.1151 Ha (3.13 eV) at x = 0.5, still supplies only 0.500/0.912 = 55% of χ. Beyond 2k_F a quarter of N₀ survives at x = 1.25 with no nesting at all.

ξ does fix something. Near x = 1, F′ ≃ −L/2 ≃ ½ ln|1 − x| up to a constant, so dχ/dq = N₀F′/(2k_F) ≃ (g/8π²) ln|q − 2k_F|. The jump of ξ is ξ(2k_F⁻) = 1/(8π²k_F) and v_F = k_F, so for this gas

dχ/dq ≃ g v_F ξ(2k_F⁻) ln|q − 2k_F|.

The coefficient is 0.02533 Ha⁻¹ bohr⁻², against 0.02534 from finite differences of the quadrature just above 2k_F. This is the Kohn anomaly: an infinite slope on a falling curve, not a maximum.

*Free electrons in two dimensions.* The pure 1/q form with a finite jump at 2k_F is special to three dimensions; in two dimensions the 1/q divergence at small q remains and a second divergence appears at 2k_F. With transverse coordinate y, δ(qz + q²/2) again gives 1/q, and ∫dy δ(y²/2 + q²/8 − k_F²/2) = 2/y₀ with y₀ = √(k_F² − q²/4), so for q < 2k_F

ξ = 2/(4π²q y₀) = 1/[π²q √(4k_F² − q²)].

The static integral has the chord 2√(k_F² − z²) in place of the disc: χ = (2g/4π²q)·2k_F J₂, J₂ = PV∫√(1−u²)/(u+x) du. Write √(1−u²) = (1−u²)/√(1−u²) and split the numerator as before. The second piece is −∫(u − x)/√(1−u²) du = πx. The first is (1 − x²) PV∫₀^π dθ/(cos θ + x), from u = cos θ. For x < 1 set x = −cos α. The antiderivative is (1/sin α) ln|sin((θ+α)/2)/sin((θ−α)/2)|; it vanishes at θ = 0 and θ = π, and its logarithm is symmetric about the pole, so the principal value is zero. Then J₂ = πx and

χ(q,0) = (2g/4π²q)·2k_F·πq/(2k_F) = g/(2π) for all q < 2k_F.

At the same k_F, ξ = 2.20, 0.254, 0.220 and 0.371 Ha⁻² bohr⁻² at x = 0.05, 0.5, 0.7 and 0.95, while χ = 0.3183 Ha⁻¹ bohr⁻² at all four. ξ diverges at both ends and χ is flat between them.

*A metal whose χ peaks where ξ = 0.* Take two square-lattice layers with in-plane hopping t, interlayer hopping t_⊥ and lattice constant 1:

E = ε_k − t_⊥ cos k_z, k_z ∈ {0,π}, ε_k = −2t(cos k_x + cos k_y)

With layer operators c_{1,2} = (b ± a)/√2 for bonding b and antibonding a, the sum of layer densities is b†b + a†a and the difference is b†a + a†b. So q_z = 0 probes intraband and q_z = π interband pairs, and unit matrix elements are exact for the on-site density. Quantities per site use ∫_k → ½ Σ_{k_z} ∫d²k/(2π)².

The single-layer density of states per spin follows from u = cos k_x, v = cos k_y over four equivalent quadrants, with s = ε/2t:

N(ε) = (1/2π²t) ∫du [(1 − u²)(1 − (u+s)²)]^{−1/2}

For s > 0 the roots are a = 1, b = 1 − s, c = −1, d = −1 − s, and the standard reduction ∫_c^b = 2K(m)/√((a−c)(b−d)), m = (b−c)(a−d)/[(a−c)(b−d)], gives N = K(m = 1 − ε²/16t²)/(2π²t) for |ε| < 4t. N is even in ε, and so is the total D(E) = ½[N(E − t_⊥) + N(E + t_⊥)].

At Q = (π,π,π) every cosine changes sign, so E_{k+Q} = −E_k and ξ(Q) = ∫dE D(E) δ(E − μ)δ(−E − μ) = D(μ)δ(2μ), which is zero for μ ≠ 0. For μ > 0, δ(−2E − ω) fixes E = −ω/2 with a factor ½, and f(−ω/2) − f(ω/2) = θ(ω − 2μ):

Im χ(Q,ω) = (πg/2) D(ω/2) θ(ω − 2μ)

Putting this into (b) with ω = 2E, dω/ω = dE/E:

χ(Q) = g ∫_μ^∞ D(E) dE/E

Choose the round values t_⊥ = 4.5t and μ = 0.7t. The bonding band ends at −0.5t and is full. The antibonding band starts at +0.5t and holds a small pocket around in-plane k = 0, that is at (0,0,π); the filling is 1.0161 electrons per site. With no bonding state at μ, ξ(q,π) = 0 for every in-plane q.

All nesting is at q_z = 0. For q along x, ε_{k+q} = ε_k requires cos(k_x + q) = cos k_x, so k_x = −q/2 or π − q/2. The Fermi condition is cos k_x + cos k_y = (t_⊥ − μ)/2t = 1.9, which excludes the second root, since its cos k_x is negative. The k_x integral gives 1/|2t sin(q/2) − 2t sin(−q/2)| = 1/[4t sin(q/2)], and the two roots ±k_y give 2/(2t sin k_y). With the prefactor ½·1/4π²,

ξ(q,0) = 1/[32π²t² sin(q/2) sin k_y], cos k_y = 1.9 − cos(q/2).

It diverges at q = 0 and where cos(q/2) = 0.9, at 2k_F = 0.9021. Its values are 0.291, 0.051, 0.033 and 0.102 t⁻² at q = 0.05, 0.3, 0.6 and 0.89. The static response of this sector at q → 0 is the pocket's density of states, gN(μ − t_⊥)/2 = 0.0816 t⁻¹. A zone scan of the defining sum at T = 0.02t finds a largest value 0.0821 t⁻¹, at q = (0.628, 0). This exceeds the q → 0 value by only 0.6% of that value. The temperature, a tenth of the pocket's Fermi energy μ − 0.5t = 0.2t, rounds the edge at 2k_F and pulls the peak inward; it moves back toward 2k_F as T is lowered. With so small a variation the position found does not locate the T = 0 maximum of this sector. At T = 0 the response along x rises slowly up to the edge at 2k_F, where it reaches 0.0831 t⁻¹, about 1% above the scanned value. Only the size is used below, and the ratio quoted there rounds to 3.5 with either number.

At q_z = π the term bonding → antibonding is (1 − f^a_{k+q})/(ε_{k+q} − ε_k + 2t_⊥), which k → −k − q turns into (1 − f^a_k)/(ε_k − ε_{k+q} + 2t_⊥). The reverse term, (f^a_k − 1)/(ε_{k+q} − ε_k − 2t_⊥), equals this already. The two cancel the ½:

χ(q,π) = g ∫_{out} d²k/(2π)² 1/(2t_⊥ + ε_k − ε_{k+q}),

where "out" is the zone outside the pocket. The results are 0.219 t⁻¹ at (0,0,π), 0.242 t⁻¹ at (π,0,π) and 0.2891 t⁻¹ at Q, which is 0.28914/0.25 = 1.16 eV⁻¹ per site for a chosen t = 0.25 eV. The ratio to the best nested value is 0.28914/0.08213 = 3.5. Im χ(Q,ω) is zero below 2μ = 1.4t and ends at 2(4t + t_⊥) = 17t, and half of χ(Q) comes from ω > 6.4t.

That Q is a local maximum can be derived. At in-plane wavevector (π,π) + p the denominator is 2t_⊥ + ε_k + ε_{k+p} = A + δ, with A = 2t_⊥ + 2ε_k and, to second order, δ = Σ_i (2t sin k_i p_i + t cos k_i p_i²). Expand 1/(A+δ) = 1/A − δ/A² + δ²/A³. The region does not depend on p and is symmetric under k_i → −k_i, so the linear terms and the p_x p_y term vanish, and x ↔ y symmetry makes the rest c₂p² with

c₂ = g ∫_{out} [ −t cos k_x/A² + 4t² sin²k_x/A³ ].

Since ∂A/∂k_x = 4t sin k_x, ∂_x(sin k_x/A²) = cos k_x/A² − 8t sin²k_x/A³, so the bracket equals −(t/2)cos k_x/A² − (t/2)∂_x(sin k_x/A²). The derivative integrates to zero over the full zone, so by the divergence theorem its integral over "out" is minus the flux through the pocket edge. There ε = ε_F = μ − t_⊥ and A = 2μ is constant, so the flux is (2μ)^{−2}∫_{pocket} cos k_x. Replacing cos k_x by (cos k_x + cos k_y)/2 = −ε/4t,

c₂ = −(gt/2) [ ∫_{ε_F}^{4t} dε N(ε)(−ε/4t)/(2ε + 2t_⊥)² − (2μ)^{−2} ∫_{−4t}^{ε_F} dε N(ε)(−ε/4t) ].

The second term, which exists only because the pocket blocks transitions, pushes c₂ upward. If N(ε)(−ε/4t) is crudely frozen at a constant N and the upper limit is sent to infinity, the bracket is N/(4μ) − N(μ − t_⊥ + 4t)/(4μ²) = N(t_⊥ − 4t)/(4μ²), which suggests a maximum when the bands do not overlap. The full integrals give c₂ = −0.0109 t⁻¹ at μ = 0.7t, but +0.0035 t⁻¹ at μ = 1.5t, a sign change that the crude estimate misses. For the larger pocket Q is a local minimum in the plane, although ξ(q,π) is zero in both cases. That the maximum at μ = 0.7t is global rests on numerical scans, of a 33 × 33 mesh at q_z = π and of the finite-temperature mesh at q_z = 0, and not on a proof.

*When the two do agree.* Take t_⊥ = 3t, so that both bands cross the Fermi level. Halving μ adds g∫_{μ/2}^{μ} D dE/E = gD(0) ln 2 to χ(Q), with corrections of relative order μ² because D is even and smooth at 0. With D(0) = N(3t) = 0.09142 t⁻¹ this is 2 × 0.09142 × ln 2 = 0.1267 t⁻¹. The values χ(Q) = 0.44539, 0.57246 and 0.69927 t⁻¹ at μ = 0.4t, 0.2t and 0.1t differ by 0.1271 and 0.1268. At μ = 0 whole Fermi lines coincide with antiparallel velocities, and ξ and χ diverge at the same Q. Here Im χ tends to a constant instead of vanishing as ω, and every octave of frequency well below ω = 2(4t − t_⊥) = 2t, where the bonding band ends, adds nearly the same amount gD(0) ln 2. For any small μ ≠ 0, ξ(Q) is exactly zero while χ(Q) has lost only the octaves below 2μ. This does not mean that χ still peaks at Q. At μ = 0.2t the shifted Fermi lines touch, with antiparallel velocities, at in-plane wavevector (π,π) + p with p = (arccos 0.4 − arccos 0.6, 0) = (0.23, 0). There ξ diverges, and along this direction χ rises from 0.57 t⁻¹ at Q to about 0.70 t⁻¹ near that p, so along this line the two peaks still coincide, at a shifted wavevector. Even in this case the size of χ is a sum over all octaves from 2μ up to the band edge at 2(4t + t_⊥), not a value read off the Fermi surface.

*Limits and practice.* Everything above concerns the bare response. At T > 0, f(E) − f(E+ω) → −ωf′(E), and (a) becomes πg∫dE(−f′)ξ(q;E,E). A numerical ξ with broadened delta functions averages ξ(q;E,E′) over a small patch around (μ,μ) and still misses the rest of the quadrant in (b). In a real multi-orbital metal the matrix elements reweight both quantities. In the random-phase approximation with a q-independent interaction I, the response χ/(1 − Iχ) increases with χ below the instability, so the leading wavevector is the maximum of χ(q,0); a q-dependent interaction or electron–phonon coupling can move it further. For your problem, sum (f_k − f_{k+q})/(ε_{k+q} − ε_k) over all band pairs, check convergence in the energy range kept, and use ξ for what (a) says it measures, the low-frequency damping by particle–hole pairs, and as a pointer to possible Kohn anomalies. The numerical check tests the closed forms against broadened double-delta grids, grid evaluations of Im χ, principal-value quadrature, direct zone sums and finite differences.

Table of computed values

```
gas: rs = 4.0 bohr, kF = 0.47979 1/bohr, N0 = 0.04861 1/(Ha bohr^3)
3D: x, xi [1/(Ha^2 bohr^3)], wm [Ha], window/N0, rest/N0, chi/N0
  0.05  0.52795  0.02187  0.9500  0.0492  0.9992
  0.50  0.05279  0.11510  0.5000  0.4120  0.9120
  0.95  0.02779  0.02187  0.0500  0.5440  0.5940
  1.25  0.00000  -0.14387  0.0000  0.2528  0.2528
wm at x=0.5: 3.132 eV
log coefficient of dchi/dq: numeric 0.02534, g vF xi = 0.02533 1/(Ha bohr^2)
2D, same kF: x, xi [1/(Ha^2 bohr^2)], chi [1/(Ha bohr^2)]
  0.05  2.2035  0.31831
  0.50  0.2541  0.31831
  0.70  0.2201  0.31831
  0.95  0.3709  0.31831
bilayer: tp = 4.5 t, mu = 0.7 t, filling = 1.01612 electrons/site
bonding top = -0.50 t, antibonding bottom = 0.50 t
2kF along x = 0.9021 1/a
xi(q,0;qz=0) at q = 0.05 1/a: 0.2910 1/t^2 per site
xi(q,0;qz=0) at q = 0.30 1/a: 0.0514 1/t^2 per site
xi(q,0;qz=0) at q = 0.60 1/a: 0.0327 1/t^2 per site
xi(q,0;qz=0) at q = 0.89 1/a: 0.1019 1/t^2 per site
chi(q=0;qz=0) = gN/2 = 0.08163 1/t per site
max chi(qz=0), T = 0.02 t: 0.08213 1/t at q = (0.628,0.000) 1/a
chi(0,0,pi) = 0.21864, chi(pi,0,pi) = 0.24175 1/t per site
chi(Q) = 0.28914 1/t per site; ratio to max chi(qz=0) = 3.520
with t = 0.25 eV: chi(Q) = 1.1565 1/eV per site
Im chi(Q,w): threshold 1.40 t, top 17.0 t, median of chi(Q) 6.381 t
c2 at mu = 0.7 t: -0.010905; at mu = 1.5 t: 0.003480 a^2/t
control tp = 3.0 t, mu = 0.4 t: chi(Q) = 0.44539 1/t per site
control tp = 3.0 t, mu = 0.2 t: chi(Q) = 0.57246 1/t per site
control tp = 3.0 t, mu = 0.1 t: chi(Q) = 0.69927 1/t per site
control: D(0) = 0.09142 1/t, g D(0) ln2 = 0.12673 1/t
control: chi(mu=0.1) - chi(mu=0.2) = 0.12681 1/t
```
